# Cutoffs for the Asymptotic Boys Function: Absolute and Relative Error

## The decision: where to switch formulas

A program for Coulomb integrals over Gaussian functions must evaluate the Boys function

$$F_n(x)=\int_0^1 t^{2n}e^{-xt^2}\,dt,\qquad n=0,1,2,\ldots,\quad x>0,$$

for many arguments. At large $x$ it can replace a table or a series by a closed formula that needs little more than a square root and a few multiplications. The programmer has to choose the cutoff at which this replacement begins. For an absolute error below $10^{-14}$ the cutoff depends only weakly on $n$ as long as $n\ll x$: it rises from about 28.2 at $n=0$ to about 28.7 at $n=12$. For a relative error below $10^{-14}$ it is about 30 at $n=0$ and about 61 at $n=12$.

Both $x$ and $F_n$ are dimensionless. The errors discussed here are those of the formula in exact arithmetic; rounding error is a separate matter.

## The formula and its exact error

For large $x$ the factor $e^{-xt^2}$ is already tiny at $t=1$, so we extend the integral to infinity. With $u=xt^2$ we have $t^{2n}=u^n/x^n$ and $dt=du/(2\sqrt{xu})$, which gives

$$A_n(x)=\int_0^\infty t^{2n}e^{-xt^2}dt
=\frac{1}{2x^{n+1/2}}\int_0^\infty u^{n-1/2}e^{-u}du
=\frac{\Gamma(n+\tfrac12)}{2x^{n+1/2}}.$$

This is the asymptotic Boys formula. What was added is the part of the integral beyond $t=1$, so the absolute error is

$$E_n(x)=A_n(x)-F_n(x)=\int_1^\infty t^{2n}e^{-xt^2}dt>0.$$

The formula always overestimates. Its relative error, measured against the true value, is $R_n=E_n/F_n$.

The case $n=0$ has a simple physical meaning. The substitution $v=\sqrt{x}\,t$ gives $F_0(x)=\tfrac12\sqrt{\pi/x}\,\mathrm{erf}(\sqrt x)$. Setting $x=\alpha R^2$, we define

$$\phi(R)=2\sqrt{\frac{\alpha}{\pi}}\,F_0(\alpha R^2)=\frac{\mathrm{erf}(\sqrt\alpha R)}{R}.$$

For a function of the form $f(R)/R$ the Laplacian away from the origin is $f''(R)/R$. Here $f'=2\sqrt{\alpha/\pi}\,e^{-\alpha R^2}$, so

$$\nabla^2\phi=-4\alpha\sqrt{\frac{\alpha}{\pi}}\,e^{-\alpha R^2}
=-4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}e^{-\alpha R^2}.$$

This is Poisson's equation in atomic units for a Gaussian charge cloud of unit total charge. Since $\phi$ is finite at $R=0$, there is no additional point charge there. Replacing $F_0$ by $A_0=\tfrac12\sqrt{\pi/x}$ turns $\phi$ into $1/R$. The asymptotic formula thus treats the cloud as a point charge, and the error is the effect of the charge lying outside the radius $R$. A spherical shell of charge $dq$ at radius $r<R$ contributes $dq/R$ to $\phi(R)$, exactly as a point charge does, whereas a shell at $r>R$ contributes only $dq/r$, which is less than the $dq/R$ assigned to it by the point-charge formula.

## The first correction

To find the size of $E_n$, measure the distance from the endpoint by $t^2=1+s/x$. Then $e^{-xt^2}=e^{-x}e^{-s}$ and $dt=(1+s/x)^{-1/2}ds/(2x)$. With $k=n-\tfrac12$,

$$E_n(x)=\frac{e^{-x}}{2x}\,C_n(x),\qquad
C_n(x)=\int_0^\infty\left(1+\frac{s}{x}\right)^k e^{-s}ds.$$

Integrate $C_n$ by parts, integrating $e^{-s}$ and differentiating the power. The boundary term is 1, and each differentiation brings down a factor $1/x$:

$$C_n=1+\frac{k}{x}\int_0^\infty\left(1+\frac{s}{x}\right)^{k-1}e^{-s}ds.$$

A second integration by parts gives

$$C_n=1+\frac{k}{x}+\frac{k(k-1)}{x^2}\int_0^\infty\left(1+\frac{s}{x}\right)^{k-2}e^{-s}ds.$$

At fixed $n$ the last integral tends to 1 as $x\to\infty$, so the last term is of order $x^{-2}$. Hence

$$F_n(x)=\frac{\Gamma(n+\frac12)}{2x^{n+1/2}}-\frac{e^{-x}}{2x}\left[1+\frac{n-\frac12}{x}+O(x^{-2})\right].$$

The first correction to the asymptotic formula is therefore $-e^{-x}/(2x)$, the same for every $n$. The order enters through the next term, of relative size $k/x$. Cut off after these two terms, the expansion is accurate for large $x$ with $n\ll x$.

Bounds that do not rely on $n\ll x$ follow from $1\le 1+y\le e^y$ with $y=s/x\ge0$. For $n\ge1$ the power $k$ is positive, so $1\le(1+y)^k\le e^{ky}$. For $n=0$ it is negative and the order reverses. The integral of the exponential bound is

$$\int_0^\infty e^{-(1-k/x)s}ds=\frac{x}{x-k},\qquad x>k.$$

Since the inequalities are strict for $s>0$,

$$\frac{e^{-x}}{2x}<E_n(x)<\frac{e^{-x}}{2(x-k)}\quad(n\ge1,\ x>k),$$

$$\frac{e^{-x}}{2x+1}<E_0(x)<\frac{e^{-x}}{2x}.$$

## The absolute threshold

The derivative $E_n'=-E_{n+1}$ is negative, so $E_n$ falls steadily as $x$ grows. It diverges as $x\to0$, where $A_n$ diverges and $F_n$ stays finite, and it vanishes as $x\to\infty$. There is therefore one argument at which $E_n=\varepsilon$, and the criterion holds beyond it.

Setting the common bound $e^{-x}/(2x)$ equal to $\varepsilon$ and rearranging gives $xe^x=1/(2\varepsilon)$. The solution is the Lambert function $W$, defined for positive $z$ by $W(z)e^{W(z)}=z$:

$$x_0=W\!\left(\frac{1}{2\varepsilon}\right).$$

For the other bound put $y=x-k$. Then $e^{-y-k}/(2y)=\varepsilon$, or $ye^y=e^{-k}/(2\varepsilon)$, so

$$x=k+W\!\left(\frac{e^{-k}}{2\varepsilon}\right).$$

The true threshold lies between these two values, because both bounds fall with $x$.

For $\varepsilon=10^{-14}$ the first value is $x_0=28.2036$. As a check, $x_0+\ln x_0=28.2036+3.3394=31.5430$, which is $\ln(5\times10^{13})$. For $n=0$ the second value is 28.1866, and the root found from the defining integral is 28.1872. The rounded cutoff $x=28$ is slightly too small: the error there is $1.21\times10^{-14}$.

The correction $k/x$ shows how weakly this threshold depends on $n$. Taking logarithms of $E_n=\varepsilon$ and using $\ln C_n\approx k/x$,

$$x+\ln x-\frac{k}{x}\approx\ln\frac{1}{2\varepsilon}=x_0+\ln x_0.$$

Write $x=x_0+\delta$ with $\delta\ll x_0$. To first order $\ln x-\ln x_0=\delta/x_0$, and in the small term we may replace $x$ by $x_0$. Then $\delta(1+1/x_0)=k/x_0$, so

$$x_n^{\mathrm{abs}}\approx x_0+\frac{n-\frac12}{x_0+1}.$$

In this estimate each unit of $n$ adds $1/29.2=0.034$; the exact steps grow slowly with $n$ and average 0.046 between $n=8$ and $n=12$. For $n=8$ this gives $28.2036+7.5/29.2036=28.460$, against the exact 28.484. For $n=12$ it gives 28.597 against 28.667; here $k/x$ is about 0.4 and the neglected higher terms are visible.

## Why the relative threshold rises

Two inequalities suffice to show that the relative error grows with $n$ at every fixed $x$. In the integral for $E_n$ we have $t>1$, so an extra factor $t^2$ raises it: $E_{n+1}>E_n$. In the integral for $F_n$ we have $t<1$, so the same factor lowers it: $F_{n+1}<F_n$. Therefore $R_{n+1}>R_n$.

The relative error also falls with $x$. Since $F_n'=-F_{n+1}$ as well,

$$\frac{d}{dx}\ln R_n=-\frac{E_{n+1}}{E_n}+\frac{F_{n+1}}{F_n}<0,$$

because the first ratio exceeds 1 and the second is below 1. As $R_n$ runs from infinity at $x\to0$ to zero at $x\to\infty$, the relative threshold is unique. It must rise with $n$: at the threshold of order $n$, the error $R_{n+1}$ is still too large.

The size of the effect comes from the function, much more than from its error. Using $\Gamma(n+\tfrac32)=(n+\tfrac12)\Gamma(n+\tfrac12)$,

$$\frac{A_n}{A_{n+1}}=\frac{x}{n+\frac12}.$$

For $x\gg n$ each step in $n$ makes the function much smaller while the error barely changes. The following values are taken at $x=28.1872$, the absolute threshold for $n=0$:

| $n$ | $F_n$ | $E_n$ | $R_n$ |
|---|---|---|---|
| 0 | $1.67\times10^{-1}$ | $1.00\times10^{-14}$ | $5.99\times10^{-14}$ |
| 1 | $2.96\times10^{-3}$ | $1.03\times10^{-14}$ | $3.50\times10^{-12}$ |
| 8 | $3.32\times10^{-9}$ | $1.36\times10^{-14}$ | $4.11\times10^{-6}$ |
| 12 | $5.12\times10^{-11}$ | $1.66\times10^{-14}$ | $3.24\times10^{-4}$ |

From $n=0$ to $n=12$ the error grows by a factor of 1.66, while the function falls by a factor of about $3\times10^9$. An absolute error near $10^{-14}$ then leaves fewer than four correct significant digits.

The table also shows where the first correction is enough. At this $x$ the common term $e^{-x}/(2x)$ follows from its value $10^{-14}$ at $x_0$:

$$10^{-14}\,e^{28.2036-28.1872}\,\frac{28.2036}{28.1872}=1.017\times10^{-14}.$$

Subtracting it from $A_0$ leaves an error of about $-1.7\times10^{-16}$, a reduction by a factor of nearly 60. For $n=12$ it leaves $(1.660-1.017)\times10^{-14}=0.64\times10^{-14}$, a reduction by a factor of only 2.6, because $k/x$ is no longer small.

## Computing the relative threshold

Since $F_n=A_n-E_n$, the condition $E_n/F_n=\varepsilon$ is the same as $E_n/A_n=\varepsilon/(1+\varepsilon)$. Replacing the right side by $\varepsilon$ changes its logarithm by about $10^{-14}$, which is negligible here. Dividing the bound $e^{-x}/(2(x-k))$ by $A_n$, and using $x^{n+1/2}=x\,x^k$, gives

$$\frac{x^k e^{-x}}{\Gamma(n+\frac12)}\,\frac{1}{1-k/x}=\varepsilon.$$

Taking logarithms and solving for the isolated $x$,

$$x=\ln\frac1\varepsilon+k\ln x-\ln\Gamma(n+\tfrac12)-\ln\!\left(1-\frac{k}{x}\right).$$

This equation is solved by iteration: insert a trial $x$ on the right and use the result as the next trial. The derivative of the right side is

$$\frac{k}{x}-\frac{k}{x(x-k)}=\frac{k}{x}\left(1-\frac{1}{x-k}\right).$$

For $n\ge1$ and $x>k+1$ it lies between 0 and 1, so a start above the root descends to it. For $n=0$ it is negative and very small near $x=30$, and the iterates close in on the root from alternating sides. For $n\ge1$ we used an upper bound on the error, so the result is slightly too large and therefore safe. For $n=0$ it is slightly too small.

Take $n=8$, so $k=7.5$, and insert $x=52.555$. The four terms on the right are

$$32.236+29.714-9.549+0.154=52.555,$$

so this is the solution. The exact threshold is 52.551. The two criteria compare as follows:

| $n$ | absolute | relative |
|---|---|---|
| 0 | 28.19 | 29.95 |
| 1 | 28.22 | 34.14 |
| 2 | 28.25 | 37.42 |
| 4 | 28.33 | 43.03 |
| 8 | 28.48 | 52.55 |
| 12 | 28.67 | 60.98 |

The spacing of the relative thresholds can be estimated too. Going from $n$ to $n+1$ at fixed $x$ raises $\ln R$ by about $\ln[x/(n+\tfrac12)]$. To leading order $\ln R_{n+1}$ depends on $x$ through $(n+\tfrac12)\ln x-x$, so it falls at the rate $1-(n+\tfrac12)/x$. The threshold must therefore move by about

$$\Delta x\approx\frac{\ln[x/(n+\frac12)]}{1-(n+\frac12)/x}.$$

At $n=0$ and $x=29.95$ this is $4.09/0.983=4.16$, against the actual rise of 4.19.

If a program needs all orders from 0 to $N$ at one argument, the threshold for $N$ suffices, since the lower orders have smaller errors.

## Which criterion an integral needs

Higher orders arise when the potential of a Gaussian charge is differentiated with respect to its centre. Such derivatives turn the Gaussian into a polynomial times a Gaussian, which is how higher angular momentum enters. Acting on a function of $R$, a Cartesian derivative is $\partial/\partial X=X\,(1/R)\,d/dR$, so repeated differentiation produces powers of $(1/R)\,d/dR$.

Let $s=R^2/2$ in this section. Then $(1/R)\,d/dR=d/ds$, and $x=\alpha R^2=2\alpha s$ gives $d/ds=2\alpha\,d/dx$. Each derivative of the Boys function raises its order and changes its sign, so

$$\left(\frac1R\frac{d}{dR}\right)^n F_0(\alpha R^2)=(-2\alpha)^nF_n(\alpha R^2).$$

The factor $(2\alpha)^n$ multiplies the absolute error of $F_n$ but leaves its relative error unchanged.

As an example with round model parameters, take $\alpha=10\ \mathrm{bohr}^{-2}$, $n=8$ and $x=28.4842$, where the absolute criterion for $n=8$ is just met. This corresponds to $R=\sqrt{x/\alpha}=1.688$ bohr. The factor is $20^8=2.56\times10^{10}\ \mathrm{bohr}^{-16}$, so the error of the derivative is

$$2.56\times10^{10}\times10^{-14}=2.56\times10^{-4}\ \mathrm{bohr}^{-16}.$$

The derivative itself is $77.67\ \mathrm{bohr}^{-16}$, and the relative error is $2.56\times10^{-4}/77.67=3.3\times10^{-6}$. An error of $10^{-14}$ in $F_8$ has become an error in the fourth decimal place of this derivative in atomic units. The amplification depends on the exponent: for $2\alpha<1\ \mathrm{bohr}^{-2}$ the factor reduces the error instead, and in a complete integral further coefficients multiply the derivative. Only the relative error is independent of all such factors. Meeting the relative criterion at the same $\alpha$ requires $x$ to be at least about 52.55, which means a distance of at least about $\sqrt{52.55/10}=2.29$ bohr.

The relative criterion has a limit of its own. An integral is in general a sum $\sum_n c_nF_n$. If every $F_n$ has relative error below $\varepsilon$, the error of the sum is below $\varepsilon\sum_n|c_n|F_n$. When terms of opposite sign nearly cancel, this bound can be much larger than $\varepsilon$ times the magnitude of the sum, so the sum may have a relative error well above $\varepsilon$. Such cancellation is built into Cartesian derivatives. The eighth derivative $\partial^8\phi/\partial Z^8$ on the $Z$ axis through the centre is an alternating sum of terms in $F_8,F_7,\ldots,F_4$. At large $x$ these terms are $2027025$, $-3783780$, $2182950$, $-396900$ and $11025$ times $R^{-9}$. They add to $8!=40320$, while their magnitudes add to about 208 times that. At $x=52.55$, where $F_8$ has relative error $10^{-14}$, the asymptotic formula gives this derivative a relative error of about $4\times10^{-13}$. The criterion protects each term, and the cancellation must be examined separately.

The thresholds, the bounds and the derivative relation are checked numerically against the defining integral in the numerical check.

## Computed values

```
tolerance eps = 1.0e-14 (dimensionless)
error at x=28, n=0: 1.2138e-14 (dimensionless)
Absolute thresholds x (dimensionless)
 n   lower     exact     upper
 0  28.1866  28.1872  28.2036
 1  28.2036  28.2203  28.2209
 2  28.2036  28.2544  28.2563
 4  28.2036  28.3259  28.3310
 8  28.2036  28.4842  28.4986
12  28.2036  28.6673  28.6982
Relative thresholds x (dimensionless)
 n   exact     estimate
 0  29.9480  29.9475
 1  34.1365  34.1369
 2  37.4248  37.4260
 4  43.0320  43.0343
 8  52.5507  52.5548
12  60.9771  60.9826
rise n=0 to 12, absolute: 0.4801 (dimensionless)
rise n=0 to 12, relative: 31.0290 (dimensionless)
At x = 28.1872 (all dimensionless)
 n   F_n         E_n         R_n
 0  1.6692e-01  1.0000e-14  5.9907e-14
 1  2.9610e-03  1.0349e-14  3.4951e-12
 2  1.5757e-04  1.0722e-14  6.8047e-11
 4  1.7353e-06  1.1553e-14  6.6573e-09
 8  3.3168e-09  1.3646e-14  4.1141e-06
12  5.1217e-11  1.6599e-14  3.2410e-04
Derivative integral, order n = 8
alpha = 10.0 bohr^-2
R = 1.68773 bohr
x = 28.4842 (dimensionless)
factor (2 alpha)^n = 2.5600e+10 bohr^-16
exact derivative = 7.767325e+01 bohr^-16
absolute error = 2.5600e-04 bohr^-16
relative error = 3.2959e-06 (dimensionless)
```
